# Oxygen diffusion over Gaussian-distributed barriers in one dimension

An oxygen defect in an amorphous oxide film moves by thermally activated hops. Because the local structure varies, so do the barriers. Suppose their mean and spread are known. Can the film be described by the diffusivity belonging to the mean barrier? Fast hops over low barriers might compensate for slow hops over high ones, or the high barriers might dominate. On a line, where no barrier can be avoided, the question has a closed answer.

## 1. Equal barriers

Take one defect on sites a distance $a$ apart, all of equal energy. Defects are dilute, so they neither block nor attract one another. Every barrier is $E_0$, and the hopping rate in each direction is

$$\Gamma_0=\nu e^{-E_0/kT},$$

where $\nu$ is the attempt frequency and $kT$ the thermal energy. The main algebra contains no $\hbar$, electron mass or electron charge, so it reads the same in atomic units.

In a short time $dt$ the defect moves by $+a$ or $-a$, each with probability $\Gamma_0dt$. The mean displacement is zero, and the mean square displacement grows by $2a^2\Gamma_0dt$. In one dimension diffusivity is defined by $\langle(x_t-x_0)^2\rangle=2Dt$ at long times. Therefore

$$D_0=a^2\Gamma_0=a^2\nu e^{-E_0/kT}.$$

This is what "mean-barrier diffusivity" will mean below: every barrier is replaced by the mean barrier. It is not the diffusivity obtained from the mean rate.

For numbers, take $E_0=1.00$ eV, $\nu=10^{13}$ Hz, $a=0.30$ nm and $T=600$ K. Then $kT=0.0517$ eV and $a^2\nu=(3.0\times10^{-8}\ \mathrm{cm})^2(10^{13}\ \mathrm{s^{-1}})=9.0\times10^{-3}$ cm²/s, so

$$D_0=(9.0\times10^{-3})\,e^{-1.00/0.0517}=3.59\times10^{-11}\ \mathrm{cm^2/s}.$$

## 2. Any repeating sequence of barriers

Now let bond $i$, between sites $i$ and $i+1$, have barrier $E_i$. Since the two sites have equal energy, the rate is the same in both directions:

$$\Gamma_i=\nu e^{-E_i/kT}.$$

Let the sequence repeat after $N$ bonds. The occupation probabilities obey

$$\frac{dp_i}{dt}=\Gamma_i(p_{i+1}-p_i)+\Gamma_{i-1}(p_{i-1}-p_i).$$

Start with equal probability on the $N$ sites of one period. Add the probabilities of equivalent sites in all periods. These $N$ sums obey the same equation on a ring, and when they are equal the right-hand side vanishes. Each type of site therefore keeps probability $1/N$ at all times.

The position $x$ is awkward because a defect beside unequal barriers has a mean drift. A stretched coordinate $y$ removes it. Require zero mean drift at every site:

$$\Gamma_i(y_{i+1}-y_i)+\Gamma_{i-1}(y_{i-1}-y_i)=0.$$

This says that $\Gamma_i(y_{i+1}-y_i)$ equals the same quantity on the preceding bond, so it is a constant $c$. Thus $y_{i+1}-y_i=c/\Gamma_i$. Let $y$ advance by the true length $Na$ over one period, and define

$$M_N=\frac1N\sum_{i=1}^N\frac1{\Gamma_i}.$$

Then $cNM_N=Na$, which gives $c=a/M_N$.

Write $Y=y_t-y_0$. A hop that changes $y$ by $\Delta$ changes $Y^2$ by $2Y\Delta+\Delta^2$. The first term averages to zero, because $y$ has no drift at any site. From site $i$ the second term contributes, per unit time,

$$\Gamma_i\frac{c^2}{\Gamma_i^2}+\Gamma_{i-1}\frac{c^2}{\Gamma_{i-1}^2}
=c^2\left(\frac1{\Gamma_i}+\frac1{\Gamma_{i-1}}\right).$$

Averaging over the $N$ equally probable types of site gives $2c^2M_N=2a^2/M_N$. Hence

$$\langle Y^2\rangle=\frac{2a^2}{M_N}t .$$

It remains to return to $x$. Both coordinates advance by $Na$ per period, so $x-y$ is periodic and bounded, say by $B$ in magnitude. Put $x_t-x_0=Y+U$, where $|U|\le2B$. Then

$$\langle(x_t-x_0)^2\rangle=\langle Y^2\rangle+2\langle YU\rangle+\langle U^2\rangle.$$

The Cauchy–Schwarz inequality gives $|\langle YU\rangle|\le2B\sqrt{\langle Y^2\rangle}$, which grows no faster than $\sqrt t$, while $\langle U^2\rangle\le4B^2$. After division by $2t$ both corrections vanish at long times, leaving

$$D_N=\frac{a^2}{M_N}.$$

The inverse rates are averaged, as for resistors in series.

**Limit: two alternating barriers.** For $N=2$,

$$D_2=\frac{2a^2\Gamma_1\Gamma_2}{\Gamma_1+\Gamma_2}.$$

If $\Gamma_2\ll\Gamma_1$, this becomes $2a^2\Gamma_2$. A direct argument agrees. The defect equilibrates within a pair of sites and is at its right-hand site half the time, so it leaves to the right at rate $\Gamma_2/2$. Pairs are $2a$ apart, and the diffusivity is $(2a)^2\Gamma_2/2=2a^2\Gamma_2$.

**A second route: a film.** Hold the end occupations at $p_0$ and $p_N$. In steady state the same flux $J=\Gamma_i(p_i-p_{i+1})$ crosses every bond. Dividing by $\Gamma_i$ and summing gives $JNM_N=p_0-p_N$. The density per length is $p/a$, so Fick's law reads $J=D(p_0-p_N)/(Na^2)$. Comparing the two again gives $D=a^2/M_N$.

**Short times.** At times much shorter than the inverse of the largest hopping rate, the uniform start gives

$$\frac{\langle(x_t-x_0)^2\rangle}{2t}\to\frac{a^2}{N}\sum_i\Gamma_i .$$

By Cauchy–Schwarz, $N^2\le(\sum_i\Gamma_i)(\sum_i1/\Gamma_i)$, so the long-time value cannot exceed this initial one. They are equal when all rates are equal.

Propagating the master equation for a 12-bond cell shows the change. Its barriers were drawn from a Gaussian of width 0.08 eV at 600 K. The initial diffusivity was $4.84D_0$, and the late slope was $0.7502D_0$, in agreement with $a^2/M_{12}$. In a separate 60-bond ring, the decay rate $Dq^2$ of a probability wave with small wave number $q$ gave $0.4351D_0$, as did $a^2/M_{60}$. These two values differ because each belongs to one short random sequence.

## 3. Gaussian barriers

Let the barriers be independent, with mean $E_0$ and standard deviation $\sigma$, and write

$$E_i=E_0+\sigma z_i,\qquad s=\frac{\sigma}{kT},$$

where $z_i$ is a standard normal number. Then $1/\Gamma_i=\Gamma_0^{-1}e^{sz_i}$. For a single $z$,

$$\langle e^{sz}\rangle=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{sz-z^2/2}.$$

Completing the square, $sz-z^2/2=s^2/2-(z-s)^2/2$. The shifted Gaussian still integrates to one, so

$$\langle1/\Gamma\rangle=\Gamma_0^{-1}e^{s^2/2}.$$

This average is finite. By the law of large numbers, $M_N$ tends to it as $N\to\infty$, with probability one. Here time goes to infinity first and the period second. The result is

$$\boxed{D=D_0\exp\left[-\frac{\sigma^2}{2(kT)^2}\right]}.$$

The minus sign arises because $D$ contains the inverse of the mean inverse rate. Averaging the rate itself replaces $s$ by $-s$ in the integral and gives $\langle\Gamma\rangle=\Gamma_0e^{+s^2/2}$. Relative to $D_0$, disorder therefore raises the initial diffusivity and lowers the final one by reciprocal factors.

**Limit: narrow distribution.** For $s\ll1$, $D/D_0\approx1-s^2/2$. There is no linear term, because barriers above and below the mean cancel to first order. At $\sigma=0$ the equal-barrier result returns.

With $\sigma=0.08$ eV the example has $s=0.08/0.0517=1.547$, and

$$\frac{D}{D_0}=e^{-(1.547)^2/2}=0.302,$$

$$D=0.302(3.59\times10^{-11})=1.08\times10^{-11}\ \mathrm{cm^2/s},$$

or $1.08\times10^5$ Å²/s. The corresponding initial factor is 3.31.

Steady-flux calculations on 400 random chains of 2000 bonds gave a mean $D/D_0$ of 0.306, against 0.302 from the formula. The program accepted a deviation of 2% here, to cover sampling error and finite length.

## 4. Which barriers matter, and what an Arrhenius plot shows

Weight each barrier by its resistance $1/\Gamma$. The square completed above shows that the weighted distribution is still Gaussian with width $\sigma$, but its centre has moved from $z=0$ to $z=s$, that is, to

$$E_0+s\sigma=E_0+\frac{\sigma^2}{kT}.$$

Half of the total resistance lies above this energy. In the example it is $1.00+0.08^2/0.0517=1.124$ eV, and only 6.1% of the bonds have barriers that high.

The same energy appears in the temperature dependence. Let $\beta=1/kT$, and let $E_0$, $\sigma$ and $\nu$ be independent of temperature. Then

$$\ln D=\ln(a^2\nu)-\beta E_0-\tfrac12\beta^2\sigma^2,$$

and the local activation energy is

$$E_{\rm app}=-\frac{d\ln D}{d\beta}=E_0+\beta\sigma^2=E_0+\frac{\sigma^2}{kT}.$$

It exceeds the mean barrier and rises on cooling, so the Arrhenius plot is curved. Extending the tangent at one temperature to $\beta=0$ gives an apparent prefactor $A$:

$$\ln A=\ln D+\beta E_{\rm app}=\ln(a^2\nu)+\tfrac12\beta^2\sigma^2.$$

At 600 K this is $A=2.98\times10^{-2}$ cm²/s, 3.31 times $a^2\nu$. In this model the larger prefactor comes from the spread of barriers, with no change in attempt frequency.

## 5. A path of finite length

A real path samples a limited number of barriers. Replacing $s$ by $2s$ in the Gaussian average gives $\langle1/\Gamma^2\rangle=\Gamma_0^{-2}e^{2s^2}$. Subtracting the square of the mean, $\Gamma_0^{-2}e^{s^2}$, and dividing by it gives the relative variance of one bond, $e^{s^2}-1$. For independent bonds the variance of their average is smaller by $N$:

$$\frac{\mathrm{sd}(M_N)}{\langle M_N\rangle}=\sqrt{\frac{e^{s^2}-1}{N}}.$$

For $N=167$, a thickness of 50.1 nm, the scatter is 24.4%. A sample of 20,000 such paths gave 24.1%. Relative to the infinite-chain value, the median diffusivity was 1.04, and the 10th and 90th percentiles were 0.78 and 1.33. Reducing the resistance scatter to 10% takes 996 bonds, or about 300 nm.

**Limit: low temperature.** At 350 K, with all other parameters fixed, $D/D_0=0.030$ and $D=1.06\times10^{-18}$ cm²/s. Now 10% scatter takes $1.14\times10^5$ bonds, about 34 µm. For the 167-bond path the formula gives a scatter of $10\%\times\sqrt{1.14\times10^5/167}\approx260\%$. Much of this figure comes from rare paths that contain a very high barrier. Relative to the infinite-chain value, the median diffusivity of such paths is about 1.5, and the 10th and 90th percentiles are about 0.6 and 2.8. The infinite-chain law then does not predict the diffusivity of an individual path.

## 6. Relaxing the assumptions

**Barrier tails.** A Gaussian has no largest barrier and even allows negative ones. Zero energy lies 12.5 standard deviations below the mean here, so the upper tail is the practical concern. Cutting the distribution at $E_0\pm3\sigma$ and renormalizing it raises $D$ by 7.6%. The correction depends on temperature, because the important energies move upward on cooling. At 350 K the same cut raises $D$ by 57%, so the low-temperature values of section 5 depend strongly on the assumed tail.

**Unequal site energies.** Let site $i$ have energy $\varepsilon_i$, and let $S_i$ be the energy at the top of bond $i$. The forward rate is $\nu e^{-\beta(S_i-\varepsilon_i)}$. With $\phi_i=e^{\beta\varepsilon_i}p_i$, the steady flux becomes

$$J=\nu e^{-\beta S_i}(\phi_i-\phi_{i+1}).$$

Thus $\phi$ takes the place of $p$ in the film argument. Over a stretch that is long compared with $a$ but short compared with the film, $\phi$ is nearly constant, so the mean occupation is $\phi\langle e^{-\beta\varepsilon}\rangle$. Fick's law then gives

$$D=\frac{a^2\nu}{\langle e^{\beta S}\rangle\langle e^{-\beta\varepsilon}\rangle}.$$

If the $\varepsilon_i$ are Gaussian with mean zero and width $\sigma_s$, and the $S_i$ keep the distribution used above independently of them, $D$ gains a further factor $e^{-\sigma_s^2/(2(kT)^2)}$. For $\sigma_s=0.04$ eV at 600 K this is 0.74.

**Three dimensions.** A line forces the defect over every barrier, whereas a network offers ways round. Steady flux through 16 cubic networks, 12 sites on an edge and with the same barrier distribution, gave $D/D_0=1.40$, with a sampling standard error of 0.01. The standard error does not cover the effect of the end contacts and the small size: periodic cells without contacts, 24 sites on an edge, give about 1.36, so 1.40 is some 3% high for a large network. The value 1.40 is 4.6 times the one-dimensional result and lies on the other side of $D_0$. In these cubic networks, with six neighbours per site, the disorder correction therefore has the opposite sign to that on a long line. The sign depends on the number of neighbours as well as on the dimension. With the same barriers, and relative to each lattice's own equal-barrier diffusivity, the factor is about 1.02 on the four-neighbour diamond lattice and about 0.76 on a three-neighbour three-dimensional net. All three lie well above the one-dimensional 0.302.

**Tunnelling.** Describe the barrier top as an inverted parabola whose frequency equals $\nu$. In atomic units, where $\hbar=1$, put $u=2\pi\nu/kT$. The transmission at energy $xkT$ from the top is $1/(1+e^{-2\pi x/u})$. Its thermal average relative to classical passage,

$$\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}},$$

is 1.027 at 600 K. Within this estimate, tunnelling raises the rate by 2.7%. Quantizing the vibration in the well, at the same frequency, adds a further 2.7%. Both are much less than the effect of dimension.

**Electric field.** For a defect of charge magnitude $q$ in a weak field $F$, the Einstein relation gives a drift velocity $DqF/kT$. Drift flux matches a diffusion flux of order $D/L$ times the density when $F=kT/(qL)$. For a doubly charged defect and $L=50.1$ nm this is 0.0052 MV/cm, a drop of about 0.026 V across the film. Larger voltages make drift the main transport across the film.

## 7. Beside a real oxide film

The example is in the rough regime of amorphous indium gallium zinc oxide: films tens of nanometres thick, annealed at a few hundred degrees Celsius. The barrier of about 1 eV is a rough value, and the width of 0.08 eV is a model choice, not a measurement. For one-dimensional motion the diffusion time is

$$\frac{L^2}{2D}=\frac{(5.01\times10^{-6}\ \mathrm{cm})^2}{2(1.08\times10^{-11}\ \mathrm{cm^2/s})}\approx1.2\ \mathrm{s}.$$

Such a film offers a network of paths, not a single line. On a simple cubic network, with $D/D_0\approx1.36$ from section 6, the time falls to about 0.26 s at the same mean barrier and width. That value belongs to six neighbours per site. An amorphous oxide need not have that connectivity, and with fewer neighbours the time is longer. Neither time includes the exchange of oxygen at the surface. If surface exchange carries a flux $\kappa\Delta c$ for a density difference $\Delta c$, compared with $D\Delta c/L$ through the film, the surface is the slower step when $\kappa<D/L$. With the one-dimensional $D$ this threshold is about $2\times10^{-6}$ cm/s, and with the cubic-network value about $1\times10^{-5}$ cm/s. If $\kappa$ is far below that threshold, a measured uptake time mainly reflects the surface and says little about the spread of barriers.

The numerical output below lists the main values used here.

## Computed results

```
mean barrier E0: 1.00 eV
barrier width sigma: 0.08 eV
attempt frequency: 1.0e+13 Hz
site spacing: 0.30 nm
temperature: 600 K
thermal energy kT: 0.05170 eV
s = sigma/kT: 1.5473 (no unit)
mean-barrier diffusivity D0: 3.586e-11 cm2/s
long-time factor D/D0: 0.3021 (no unit)
long-time diffusivity D: 1.083e-11 cm2/s
same D: 1.083e+05 angstrom2/s
initial factor: 3.3102 (no unit)
60-bond ring, eigenvalue D/D0: 0.43506 (no unit)
60-bond ring, formula D/D0: 0.43506 (no unit)
12-bond cell, late slope D/D0: 0.75022 (no unit)
12-bond cell, formula D/D0: 0.75022 (no unit)
12-bond cell, initial D/D0: 4.8384 (no unit)
400 chains of 2000 bonds, mean D/D0: 0.3058 (no unit)
apparent activation energy: 1.1238 eV
bare prefactor a^2 nu: 9.000e-03 cm2/s
apparent prefactor: 2.979e-02 cm2/s
resistance share above E0+sigma^2/kT: 50.0 %
bond share above E0+sigma^2/kT: 6.09 %
film bonds: 167 (count)
film thickness L: 50.1 nm
film diffusion time L^2/(2D): 1.16 s
path resistance scatter, formula: 24.4 %
path resistance scatter, sampled: 24.1 %
path D/D(infinite), 10th percentile: 0.782 (no unit)
path D/D(infinite), median: 1.040 (no unit)
path D/D(infinite), 90th percentile: 1.330 (no unit)
bonds for 10 % scatter: 996 (count)
D ratio, Gaussian cut at 3 sigma: 1.0760 (no unit)
site-energy width: 0.04 eV
extra factor from site energies: 0.7414 (no unit)
3D network edge: 12 sites
3D network samples: 16 (count)
3D network D/D0: 1.400 (no unit)
3D network standard error: 0.012 (no unit)
3D over 1D diffusivity: 4.63 (no unit)
tunnelling factor: 1.0272 (no unit)
defect charge: 2 e
field where drift matches diffusion: 0.00516 MV/cm
lower temperature of use: 350 K
D/D0 at lower temperature: 0.0297 (no unit)
D at lower temperature: 1.064e-18 cm2/s
bonds for 10 % scatter there: 1.14e+05 (count)
```
